Why Clamped Ions Overestimate the Shear Constant C44 in Diamond Lattices

DEFINITIONS AND CONVENTIONS

The diamond structure consists of two face-centred cubic sublattices, A and B, with cube edge a. The primitive cell holds one atom of each and has volume V = a³/4. The four bonds from an A atom to its B neighbours are

dᵢ = (a/4) sᵢ,
s₁ = (1, 1, 1), s₂ = (1, −1, −1), s₃ = (−1, 1, −1), s₄ = (−1, −1, 1).

Their length d satisfies d² = 3a²/16. For every bond the product of the x and y signs equals the z sign, sₓs_y = s_z. This identity links the shear to the motion of the sublattices along z in the bond-length calculations below.

The crystal is initially free of stress and is given a small shear in the cubic axes,

ε_xy = ε_yx = γ/2, all other components zero.

With the energy E counted per primitive cell from equilibrium, the shear constant is defined by E/V = ½ C44 γ². Nuclei are classical and at zero temperature.

A homogeneous strain fixes the shape of the cell but not the position of B relative to A. The strained bonds are

rᵢ = dᵢ + ε dᵢ + u,

where u is the displacement of sublattice B relative to A beyond what the strain itself prescribes. A clamped-ion calculation keeps the fractional coordinates, so u = 0. The electrons still adjust fully; the nuclei do not. The resulting constant is called C₀ here. The static constant C44 is obtained when u takes the value of lowest energy. For this shear u lies along z, as shown next, and it is measured by the internal strain parameter ζ:

u_z = −ζ a γ/4.

Clamped ions have ζ = 0. The value ζ = 1 will turn out to leave all bond lengths unchanged to first order.

WHY THE SUBLATTICES MOVE

To first order, the strain alone changes the squared bond length by

2 dᵢ·ε dᵢ = 2γ(a²/16) sₓs_y = (a²γ/8) s_z.

For positive γ the two bonds rising from an A atom are stretched and the two descending ones are compressed. The stretched bonds pull A upward and the compressed bonds push it upward. These forces add instead of cancelling. B feels the opposite force, so bond stretching drives u_z negative and ζ positive.

Symmetry fixes the direction. A half-turn about the z axis through an atom maps the crystal onto itself and leaves ε_xy unchanged, but it reverses uₓ and u_y. A stable crystal has a single linear response to a given strain, so these two components must vanish.

Strains diagonal in the cubic axes keep the half-turns about x, y and z. Each forbids two components of u, and together they forbid all three. The constants C11 and C12, and the shear measured by C11 − C12, therefore have no internal correction. A uniaxial strain along [111], by contrast, has off-diagonal components. Symmetry then allows B to move along [111], and it does so whenever the internal force Λ introduced below is nonzero.

THE GENERAL SIZE OF THE SOFTENING

Write u for u_z. The most general energy to second order in γ and u is

E = ½ V C₀ γ² − Λγu + ½ K u².

Here Λγ is the force on sublattice B at u = 0, and K > 0 is the stiffness against relative motion of the sublattices. The minimum condition is

∂E/∂u = −Λγ + Ku = 0, so u = Λγ/K.

Inserting this gives

E = ½ V C₀ γ² − Λ²γ²/K + Λ²γ²/(2K) = ½ (V C₀ − Λ²/K) γ².

Hence

C₀ − C44 = Λ²/(KV) ≥ 0.

In the harmonic regime the clamped constant is an upper bound to the static one, and the two agree when Λ = 0. No particular force law was assumed, so the result also applies to a first-principles energy surface.

The same difference can be written with ζ. From −ζaγ/4 = Λγ/K follows Λ = −ζaK/4, and with V = a³/4

Λ²/(KV) = (ζ²a²K/16)(4/a³) = ζ²K/(4a).

The stiffness K also sets the zone-centre optical frequency. Two equal masses m moving against each other have reduced mass m/2, so (m/2)ü = −Ku and

K = mω₀²/2, C₀ − C44 = ζ² mω₀²/(8a),

where ω₀ is the angular frequency. A soft optical mode favours a large correction, but it does so in proportion to the square of the internal force; a low frequency without such a force produces no softening.

TWO SPRINGS

The Keating energy describes the crystal with a bond-stretching constant α and an angle-bending constant β:

E = [3/(8d²)] { α Σ_bonds (rᵢ² − d²)² + β Σ_angles (rᵢ·rⱼ + d²/3)² }.

A cell has four bonds and twelve angles, six at each atom. In the unstrained crystal sᵢ·sⱼ = −1 for different bonds, so dᵢ·dⱼ = −a²/16 = −d²/3 and every bracket vanishes. Because the brackets enter squared, their first-order changes suffice for the second-order energy. For a small change δr in bond length, rᵢ² − d² ≈ 2d δr, and the α term becomes ½(3α)δr² per bond. The β term is called bending, although the dot products also respond to changes in length.

The bonds come first. The displacement contributes 2dᵢ·u = 2(a/4)s_z(−ζaγ/4) = −ζ(a²γ/8)s_z. Adding the strain contribution found above,

rᵢ² − d² = (a²γ/8)(1 − ζ) s_z.

This confirms the meaning of ζ = 1.

For the angles,

rᵢ·rⱼ + d²/3 = 2 dᵢ·ε dⱼ + (dᵢ + dⱼ)·u
= (a²γ/16)(sᵢₓsⱼ_y + sᵢ_y sⱼₓ) − ζ(a²γ/16)(sᵢ_z + sⱼ_z).

For the two rising bonds, 1 and 4, the first bracket is −2 and the second is +2. The result is −(a²γ/8)(1 + ζ). For the two descending bonds, 2 and 3, the brackets are +2 and −2, giving +(a²γ/8)(1 + ζ). Each of the other four pairs joins a rising bond to a descending one, and both brackets are zero. The bonds at a B atom are the reversed vectors −rᵢ, whose dot products are the same. Four of the twelve angle terms are therefore nonzero.

The prefactor is 3/(8d²) = 2/a². With four equal squares of each kind,

E = (2/a²) · 4(a²γ/8)² [α(1 − ζ)² + β(1 + ζ)²]
= (a²γ²/8) [α(1 − ζ)² + β(1 + ζ)²].

Division by V = a³/4 and comparison with ½Cγ² give the shear constant at a prescribed internal displacement:

C(ζ) = [α(1 − ζ)² + β(1 + ζ)²]/a.

At ζ = 0 this is the clamped value

C₀ = (α + β)/a.

The relaxed value follows from dC/dζ = 0:

−2α(1 − ζ) + 2β(1 + ζ) = 0, so ζ = (α − β)/(α + β).

Then 1 − ζ = 2β/(α + β) and 1 + ζ = 2α/(α + β), and

C44 = (4αβ² + 4α²β)/[a(α + β)²] = 4αβ/[a(α + β)].

The ratio is

C44/C₀ = 4αβ/(α + β)² = 1 − ζ².

The mechanism is that of two springs in series. Their relative extensions, 1 − ζ and 1 + ζ, always add to 2. Clamping holds the joint in the middle and forces equal extensions. Releasing it moves deformation from the stiffer spring to the softer one until the forces balance. In the relaxed state the energies of stretching and bending stand in the ratio αβ² : βα² = β : α, so the softer spring stores more energy.

The internal force and stiffness follow by replacing ζγ with −4u/a:

E = (a²/8) [α(γ + 4u/a)² + β(γ − 4u/a)²].

The u² term is 2(α + β)u², so K = 4(α + β). The mixed term is a(α − β)γu, so Λ = −a(α − β). The general law then gives C₀ − C44 = (α − β)²/[a(α + β)], in agreement with the subtraction of the two constants.

DIAGONAL STRAINS AS A CONTROL

Take ε_xx = e₁ and ε_yy = e₂, with u = 0. Every squared bond length changes by (a²/8)(e₁ + e₂). The dot products change by (a²/8)(e₁pₓ + e₂p_y), where pₓ = sᵢₓsⱼₓ and p_y = sᵢ_y sⱼ_y. Of the six pairs at an atom, two have (pₓ, p_y) = (1, −1), two have (−1, 1) and two have (−1, −1). The sum of squares over both atoms is therefore proportional to

2[4(e₁ − e₂)² + 2(e₁ + e₂)²] = 4(3e₁² + 3e₂² − 2e₁e₂).

With the prefactor 2/a² and the four bonds,

E = (a²/8) [α(e₁ + e₂)² + β(3e₁² + 3e₂² − 2e₁e₂)].

Comparing E/V with ½C11(e₁² + e₂²) + C12e₁e₂ yields

C11 = (α + 3β)/a, C12 = (α − β)/a.

Within this model C₀ = (C11 + C12)/2 and ζ = 2C12/(C11 + C12). Two constants free of internal relaxation thus predict the clamped shear constant and its correction. A first-principles result that departs from these relations shows that forces outside the model matter.

HOW LARGE THE ERROR IS

Take round parameters that represent no named material: a = 5.4 Å, α = 50 N/m, β = 15 N/m and m = 28 u. Since 1 N/m divided by 1 Å is 10 GPa,

C₀ = (65/5.4) × 10 GPa = 120.4 GPa,
ζ = 35/65 = 0.538,
C44 = [4 × 50 × 15/(5.4 × 65)] × 10 GPa = 85.5 GPa.

The softening is 34.9 GPa. The relaxed constant is 71% of the clamped one; put the other way, clamping overestimates the relaxed constant by 41%. Minimizing the full nonlinear Keating energy over all three components of u, at γ = 0.001, reproduces these values.

The displacement responsible is tiny. At γ = 0.001 it is

u_z = −0.538 × 5.4 Å × 0.001/4 = −7.3 × 10⁻⁴ Å.

It matters because it is of first order in the strain, like the bond changes themselves. Both contribute to the energy at order γ², and reducing the strain does not remove the error.

The general law gives the same softening from quantities available without relaxing anything. Here Λ = −18.9 nN, K = 260 N/m and V = 39.4 Å³, so

Λ²/(KV) = (18.9 × 10⁻⁹ N)²/(260 N/m × 39.4 × 10⁻³⁰ m³) = 34.9 GPa.

The corresponding optical frequency ω₀/2π is 16.8 THz.

For the control strains, C11 = 176 GPa and C12 = 65 GPa. Their difference is 111 GPa both clamped and relaxed. An error of 41% in one shear constant thus coexists with no clamping error in the other, and good agreement for C11 − C12 says nothing about whether C44 was relaxed.

The size depends strongly on β/α. With α kept at 50 N/m, β/α = 0.1 gives 102 GPa clamped and 34 GPa relaxed. At β/α = 0.01 the values are 94 and 3.7 GPa. As β → 0, C₀ tends to α/a while C44 tends to 4β/a and vanishes: the lattice can shear without changing its bond lengths to first order, but clamping hides this floppy motion.

At β = α the internal force vanishes and both constants are 185 GPa. For β/α = 2 the sublattices move in the opposite direction, ζ = −0.333, yet the ratio C44/C₀ is 0.889, the same as at β/α = 0.5. The formula is unchanged when the two springs are exchanged, because the softening depends on the square of ζ.

WHAT A SOUND WAVE MEASURES

A transverse wave travelling along x and polarized along y has shear γ = ∂U_y/∂x, where U_y is the displacement of the medium. It also rotates the material locally, which costs no energy in an unstressed crystal. With density ρ = 2m/V, its long-wavelength law is ρω² = Cq². The question is which constant C applies.

The relative coordinate obeys (m/2)ü = Λγ − Ku. For a spatially uniform shear oscillating at frequency ω,

u = Λγ/(K − mω²/2) = (Λγ/K)/(1 − ω²/ω₀²).

In a travelling wave the shear also varies from cell to cell, which adds corrections of the same order as ω²/ω₀², since both grow as q². At long wavelength all of these corrections vanish, u follows its static value, and the wave measures C44. In the worked example, at qa = 0.01, the force-constant matrix gives ρω²/q² = 85.5 GPa for the free wave. Forcing both sublattices to follow one common wave gives 120.4 GPa. The clamped constant is thus a well-defined partial response, but it is not the one that governs slow sound. Since the speed goes as the square root of the constant, using C₀ would make this wave about 19% too fast.

WHEN THE FORMULA 1 − ζ² FAILS

The general law does not require the Keating energy; the simple ratio does. Dividing the law by C₀ gives

C44/C₀ = 1 − ζ²K/(4aC₀).

For nonzero ζ this reduces to 1 − ζ² when K = 4aC₀, a relation the Keating model satisfies.

A crystal of central springs shows the difference. Let k₁ join first neighbours and k₂ second neighbours. The first-neighbour length change is (rᵢ² − d²)/(2d), so four springs store

4 · ½k₁ (a²γ/16d)²(1 − ζ)² = k₁a²γ²(1 − ζ)²/24.

Second neighbours belong to the same sublattice, and u drops out of their separation. The vectors (a/2)(1, ±1, 0) change length by ±√2 aγ/4; the other second-neighbour directions do not change to first order. Two directions on two sublattices give four springs and the energy 4 · ½k₂(a²γ²/8) = k₂a²γ²/4. Dividing the total by V,

C(ζ) = [k₁(1 − ζ)²/3 + 2k₂]/a.

The minimum is at ζ = 1, where C44 = 2k₂/a. For k₁ = 100 N/m, k₂ = 10 N/m and the same a, the constants are 98.8 GPa clamped and 37.0 GPa relaxed. The ratio is 0.375, whereas 1 − ζ² would predict zero. The general law still holds: K = 4k₁/3 = 133 N/m gives ζ²K/(4a) = 61.7 GPa, which is the difference. The second-neighbour springs resist the shear without resisting the internal motion, so relaxation cannot unload them.

WHAT TO DO IN A FIRST-PRINCIPLES CALCULATION

Relax the internal coordinates at fixed strained cell shape. Use the symmetry of the strained crystal. Imposing the original cubic symmetry on the forces removes the very force that drives relaxation, since a tetrahedral site permits no preferred vector. Repeat one diagonal strain with and without relaxation as a control; the results should agree within numerical noise.

The force tolerance needs to be judged against the strain. Suppose that a fraction x of the full displacement u* = Λγ/K has been reached, and let Δ = C₀ − C44. The excess energy is ½K(1 − x)²u*², and Ku*² = VΔγ². An energy fit therefore returns

C_energy = C44 + Δ(1 − x)².

The shear stress is the derivative of E/V with respect to γ at fixed u:

σ = C₀γ − Λxu*/V = (C₀ − xΔ)γ,
C_stress = σ/γ = C44 + Δ(1 − x).

The energy is stationary at the relaxed position, but the stress is not. At x = 0.9 the example gives errors of 0.35 GPa from the energy and 3.5 GPa from the stress.

The remaining force is (1 − x)Λγ. In the example |Λ| = 18.9 nN, or 11.8 eV/Å. At γ = 0.001 the whole clamped force is thus 0.012 eV/Å, and a tolerance of 0.02 eV/Å would accept the clamped structure as relaxed. At γ = 0.01 the force is 0.12 eV/Å. Keeping the stress-based error below 1% of C44 then requires 1 − x < 0.0245, or a residual force below about 0.003 eV/Å. The energy-based error needs 1 − x < 0.156, or about 0.018 eV/Å. The two force limits scale with γ in the harmonic regime; the limits on 1 − x do not depend on it. The strain should be large enough to resolve the force and energy, and several magnitudes of γ should be used to check that the response is still linear. Reversing the sign of γ does not test this: a half-turn about the x axis through an atom maps the crystal onto itself and reverses ε_xy, so the two signs are equivalent and their comparison tests only the numerics.

If only clamped calculations are available, they can be completed. Obtain C₀ and Λ from the stress and the atomic force in a clamped, sheared cell. Obtain K by displacing one sublattice in the unstrained cell, or from the optical frequency. Then use C44 = C₀ − Λ²/(KV). This route keeps the first-principles forces and needs neither α nor β. The two-spring formula remains useful for seeing which deformation the clamped ions have prevented, but as an estimate of the size of the correction it is only as good as its ζ, which enters squared. It gives the right order for silicon, where the reported ζ is close to 2C12/(C11 + C12). For carbon diamond that expression gives about 0.21 while reported values lie near 0.125. There the two-spring correction of about 26 GPa is several times the roughly 7 GPa that ζ²mω₀²/(8a) gives.

The computed values for both spring models are listed in the numerical output below.

Values computed for the example and the checks

```
cube edge a = 5.40 angstrom
bond length d = 2.3383 angstrom
cell volume V = 39.366 angstrom^3
stretching spring alpha = 50.0 N/m
bending spring beta = 15.0 N/m
atomic mass m = 28.0 u
shear strain used gamma = 0.0010
clamped C44 = 120.37 GPa
relaxed C44 = 85.47 GPa
softening = 34.90 GPa
relaxed/clamped ratio = 0.7101
clamped overestimate = 40.8 %
internal strain parameter zeta = 0.5385
u_z at this strain = -7.269e-04 angstrom
internal force per unit shear = -18.900 nN
internal stiffness K = 260.00 N/m
optical frequency = 16.831 THz
C11 = 175.93 GPa
C12 = 64.81 GPa
C11-C12 clamped = 111.11 GPa
C11-C12 relaxed = 111.11 GPa
wave number times a = 0.010
rho omega^2/q^2, free acoustic wave = 85.47 GPa
rho omega^2/q^2, affine wave = 120.37 GPa
fraction of relaxation reached x = 0.90
C44 from energy at x = 85.82 GPa
C44 from stress at x = 88.96 GPa
energy error at x = 0.349 GPa
stress error at x = 3.490 GPa
scan: beta/alpha, zeta, clamped GPa, relaxed GPa, ratio
  0.01  0.9802  93.52  3.67  0.0392
  0.10  0.8182  101.85  33.67  0.3306
  0.30  0.5385  120.37  85.47  0.7101
  0.50  0.3333  138.89  123.46  0.8889
  1.00  0.0000  185.19  185.19  1.0000
  2.00  -0.3333  277.78  246.91  0.8889
central springs k1, k2 = 100.0, 10.0 N/m
central-spring clamped C44 = 98.77 GPa
central-spring relaxed C44 = 37.04 GPa
central-spring ratio = 0.3750
central-spring zeta = 1.0000
central-spring K = 133.33 N/m
```
